# Quadratic normal strain in a coherent cubic (001) film, part 2

A thick substrate imposes equal in-plane strain $\varepsilon$ on a uniform, coherent cubic (001) film with a free top surface. The problem is to find the normal strain $\varepsilon_n$ to second order and to judge when the quadratic term matters. The relaxed film has lattice parameter $a$ and the substrate has $a_s$, at the same temperature, with $\varepsilon=(a_s-a)/a$. The normal lattice parameter is $c=a(1+\varepsilon_n)$. With an error of order $\varepsilon^3$,

$$
\varepsilon_n=-k\varepsilon+B\varepsilon^2,\qquad k=\frac{2C_{12}}{C_{11}},\qquad B=b-\frac{k(1+k)}2,
$$

$$
b=-\frac{\tfrac12C_{111}k^2+C_{112}(1-2k)+C_{123}}{C_{11}}.
$$

The deformation gradient $F$ is diagonal, with entries $1+\varepsilon$, $1+\varepsilon$, $1+\varepsilon_n$. The Lagrangian strain is $E=\tfrac12(F^TF-1)$, with normal components $E_1=E_2=e=\varepsilon+\varepsilon^2/2$ and $E_3=n=\varepsilon_n+\varepsilon_n^2/2$. The energy per reference volume is

$$
\begin{aligned}
W={}&\tfrac12C_{11}(E_1^2+E_2^2+E_3^2)+C_{12}(E_1E_2+E_2E_3+E_3E_1)\\
&+\tfrac16C_{111}(E_1^3+E_2^3+E_3^3)\\
&+\tfrac12C_{112}\big[E_1^2(E_2+E_3)+E_2^2(E_1+E_3)+E_3^2(E_1+E_2)\big]\\
&+C_{123}E_1E_2E_3+O(E^4).
\end{aligned}
$$

The constants are strain derivatives of $W$ at zero strain, and the weights count index orders: $E_1^2E_2$ occurs in three orders and has weight $3/6$. The shear constant $C_{44}$ enters through the shear energy $2C_{44}(E_{13}^2+E_{23}^2)$.

With $S_{ij}=\partial W/\partial E_{ij}$ and $J=\det F$, the Cauchy stress is $\sigma=FSF^T/J$. The free surface requires $S_{33}=0$:

$$
0=C_{11}n+2C_{12}e+\tfrac12C_{111}n^2+C_{112}(e^2+2en)+C_{123}e^2+O(3),
$$

where $O(3)$ denotes products of three strains. The third-order model omits $O(3)$.

The closing numerical output also reports two earlier tests of the formula. One used random energies with zinc blende point symmetry, with errors of $B$ scaled by $1+|B|$. The other used model fcc crystals with four neighbour shells and energy per atom

$$
0.1\sum_r e^{-p(r-1)}-1.3\Big[\sum_r e^{-2q(r-1)}\Big]^{1/2},
$$

in model units. There, halving the strain should reduce the remainder by a factor close to 8.

### A film at two per cent compression

Take round model parameters in the rough range of tetrahedrally bonded semiconductors:

- $C_{11}=0.90$ and $C_{12}=0.35$ eV/Å$^3$;
- $C_{111}=-4.8$, $C_{112}=-2.7$ and $C_{123}=-0.3$ eV/Å$^3$;
- $a=5.50$ Å, film thickness 50 Å and $\varepsilon=-0.020$.

The linear coefficient is

$$
k=\frac{2(0.35)}{0.90}=0.7778 .
$$

The three material contributions to $B$ are

$$
-\frac{C_{111}k^2}{2C_{11}}=\frac{4.8(0.7778)^2}{2(0.90)}=+1.613,
$$

$$
-\frac{C_{112}(1-2k)}{C_{11}}=\frac{2.7(-0.5556)}{0.90}=-1.667,
$$

$$
-\frac{C_{123}}{C_{11}}=\frac{0.3}{0.90}=+0.333 .
$$

Their sum is $b=0.280$. The conversion contributes $-0.7778(1.7778)/2=-0.691$, so $B=-0.412$. The two largest material terms nearly cancel, and the conversion decides the sign.

The strain is now

$$
\varepsilon_n=0.7778(0.020)-0.4115(0.020)^2=0.015556-0.000165=0.015391 .
$$

The quadratic term is 1.06% of the linear term. Direct solution of the third-order model gives 0.015387, so terms beyond the quadratic change the result slightly; before rounding, the change is $-3.5\times10^{-6}$ within that model.

The linear formula gives $c=5.5856$ Å. With the quadratic term,

$$
c=5.50(1.015391)=5.5847\ \text{Å}=0.55847\ \text{nm}.
$$

The correction is about $-0.0009$ Å. Had $b$ been used in place of $B$, the correction to the strain would have been $+0.000112$, with the wrong sign.

At $\varepsilon=+0.020$ the direct solution is $-0.015716$. Half the sum of the two direct solutions, $(0.015387-0.015716)/2$, is $-0.0001642$ before rounding, compared with $B\varepsilon^2=-0.0001646$. This even part is the quadratic correction, apart from fourth-order terms in the strain.

### The accompanying stress

The in-plane stress shows how strongly the film is loaded. Differentiating $W$ with respect to $E_1$ and setting $E_1=E_2=e$, $E_3=n$ gives

$$
\begin{aligned}
S_{11}={}&C_{11}e+C_{12}(e+n)+\tfrac12C_{111}e^2\\
&+C_{112}\left[e^2+en+\tfrac12(e^2+n^2)\right]+C_{123}en .
\end{aligned}
$$

Here $e=-0.01980$ and $n=0.01551$. In eV/Å$^3$ the five terms are, in order, $-0.01782$, $-0.00150$, $-0.00094$, $-0.00108$ and $+0.00009$. These rounded terms sum to $-0.02125$. Since $F$ is diagonal,

$$
\sigma_{11}=\frac{(1+\varepsilon)^2S_{11}}{(1+\varepsilon)^2(1+\varepsilon_n)}=\frac{S_{11}}{1+\varepsilon_n}=-0.0209\ \text{eV/Å}^3=-3.35\ \text{GPa}.
$$

The film is under large in-plane compression although its normal stress is zero.

### Finding the relaxed lattice parameter from a spacing

Suppose that $c$ and $a_s$ are known and $a$ is wanted. Since $a\varepsilon=a_s-a$,

$$
c=a-k(a_s-a)+aB\varepsilon^2 .
$$

Collecting the terms linear in $a$ gives

$$
a=\frac{c+ka_s-aB\varepsilon^2}{1+k}.
$$

The linear estimate omits the last term of the numerator. Its error is therefore

$$
a_{\rm linear}-a=\frac{aB\varepsilon^2}{1+k}.
$$

In the example this is $5.50(-0.000165)/1.7778=-0.0005$ Å. The difference $a-a_s$ is 0.11 Å, so the relative error in the inferred difference is about 0.5%. To include the correction, insert the linear estimate of $a$ on the right side and repeat until $a$ settles.

The definition of misfit also matters at this order. If one uses $f=(a-a_s)/a_s$, then $\varepsilon=1/(1+f)-1=-f+f^2+O(f^3)$, and

$$
\varepsilon_n=kf+(B-k)f^2+O(f^3).
$$

For the example the quadratic coefficient changes from $-0.41$ to $-1.19$. The film is the same; the expansion variable is different.

### Extracting $B$ from total energies

In an electronic-structure calculation one can minimize the energy over $c$ at $+\varepsilon$ and $-\varepsilon$. Adding the two normal strains removes the linear and cubic terms:

$$
B=\frac{\varepsilon_n(\varepsilon)+\varepsilon_n(-\varepsilon)}{2\varepsilon^2}+O(\varepsilon^2).
$$

The reference lattice parameter must be accurate. Suppose the value used is $a(1+\delta)$ with small $\delta$. The true in-plane strains are then shifted by $+\delta$ to leading order, which changes the normal strain by $-k\delta$. Measuring the normal length from the wrong reference subtracts another $\delta$. Both calculated normal strains move by $-(1+k)\delta$, and the error in the coefficient is

$$
\Delta B\simeq-\frac{(1+k)\delta}{\varepsilon^2}.
$$

For $\delta=10^{-5}$ and $\varepsilon=0.02$ this is $-0.044$, or 11% of $|B|$ in the example. A third calculation at $\varepsilon=0$ removes this leading error if $\varepsilon_n(0)$ is subtracted from each of the other two values before they are added.

### Elastic effects that compete with the correction

The correction to be compared is $1.65\times10^{-4}$ in magnitude.

**Third-order constants.** If each is wrong by 10%, with the least favourable signs, $B$ changes by

$$
0.1(1.613+1.667+0.333)=0.361 .
$$

This is 88% of $|B|$. The near cancellation in $b$ makes the coefficient much less certain than the individual constants.

**The linear coefficient.** A relative error of 1.06% in $k$ changes the normal strain by as much as the quadratic term. Adding third-order constants to a calculation with a larger error in $C_{12}/C_{11}$ need not make the total more accurate.

**Fourth-order elasticity.** Counting index orders as before, the fourth-order energy adds to $S_{33}$

$$
\tfrac16C_{1111}n^3+C_{1112}\left(n^2e+\tfrac13e^3\right)+C_{1122}ne^2+C_{1123}(e^3+e^2n).
$$

With $n\simeq-ke$ and assumed rough values $13,4,5,0$ eV/Å$^3$, this becomes

$$
(-1.02+3.75-3.89)e^3=-1.16e^3 .
$$

The normal strain must compensate by about $1.16e^3/0.90=-1.0\times10^{-5}$. Direct solution gives $-0.96\times10^{-5}$, or 6% of the quadratic term. Again there is cancellation. Adding the magnitudes of the separate shifts gives $7.2\times10^{-5}$, or 44% of the quadratic term. Both figures depend on the assumed constants, and neither is a bound for a real crystal, whose fourth-order constants may be considerably larger. Because the net shift is a small remainder of cancelling terms, its sign also depends on the constants: the values $16.1, 13.2, 11.8, 3.6$ eV/Å$^3$ give $+2.3\times10^{-5}$, or 14% of the quadratic term.

### Temperature and the surface

The strain must be formed from lattice parameters at the temperature of use. If film and substrate differ in thermal expansion by an assumed $3\times10^{-6}$ K$^{-1}$, a change of 100 K alters the misfit by $3\times10^{-4}$. The normal strain changes by

$$
0.7778(3\times10^{-4})=2.3\times10^{-4},
$$

which is 1.4 times the quadratic correction. Its sign depends on which crystal expands more and on the direction of the temperature change.

Atomic planes close to the surface can also shift in a way that uniform elasticity does not describe. An assumed total displacement of 0.03 Å, averaged over 50 Å, gives a strain of $6\times10^{-4}$. This is 3.6 times the correction. The formula therefore refers to the spacing inside the film; the total thickness divided by the number of planes is a different quantity. For a fixed surface displacement, its effect on the mean strain falls inversely with thickness.

### Dislocations

Misfit dislocations reduce the magnitude of the in-plane strain. In the example, relaxation of 1.06% of the misfit lowers the normal strain by as much as the quadratic term. For a film in tension the two effects have opposite signs: relaxation makes the negative normal strain smaller in magnitude, while $B<0$ makes it larger.

Consider dislocations whose Burgers vector has length $\beta=a/\sqrt2=3.889$ Å and an in-plane edge part $\beta_\parallel=\beta/2=1.945$ Å. An array with spacing $D$ changes the mean strain across its lines by $\beta_\parallel/D$. Two crossed arrays that match the correction have

$$
D=\frac{1.945\ \text{Å}}{0.01058(0.020)}\simeq9200\ \text{Å}.
$$

Even a sparse network can therefore hide the quadratic term.

A rough energy balance indicates when such dislocations may form. Per unit length of line, the film stress does work $|\sigma_{11}|\beta_\parallel h$ in a film of thickness $h$. For the cost, use an isotropic screw dislocation with shear strain $\beta/(2\pi r)$ at distance $r$ and a core radius $\beta/4$:

$$
\int_{\beta/4}^{h}\frac{C_{44}}2\left(\frac{\beta}{2\pi r}\right)^2 2\pi r\,dr=\frac{C_{44}\beta^2}{4\pi}\ln\frac{4h}{\beta}.
$$

With $C_{44}=0.45$ eV/Å$^3$, work and cost are equal at $h\simeq53$ Å, where each is about 2.2 eV/Å. The 50 Å film lies slightly below this threshold, but the result depends strongly on the assumed core radius. A radius of $\beta/2$ gives about 40 Å and a radius of $\beta$ about 24 Å, which would put the film above the threshold. The outer radius matters too. For a screw line at depth $h$ below a free surface, isotropic elasticity replaces $h$ by $2h$ in the logarithm, which raises the first estimate from 53 to about 65 Å. The cost also leaves out the edge part of the Burgers vector, which would raise the threshold, and elastic anisotropy, which can lower it when the effective shear modulus is below $C_{44}$. The estimate therefore cannot establish that the film is coherent.

### Comparison with semiconductor stressor layers

The model resembles the strained semiconductor layers used to stress transistor channels. A misfit of one or two per cent and a stress of a few GPa are reasonable rough scales for such layers. The 50 Å thickness is at the thin end; layers of tens of nanometres are used, and they can stay coherent beyond an equilibrium threshold when dislocations form slowly. A real stressor can be patterned, which breaks the assumption of equal in-plane strain. In the limit of a narrow stripe along a cube axis with free sides, strain $\varepsilon$ is imposed along the stripe, and the two transverse stresses vanish. Linear elasticity then gives equal transverse strains $E_2=E_3$ with

$$
(C_{11}+C_{12})E_3+C_{12}\varepsilon=0,\qquad E_3=-\frac{0.35}{1.25}\varepsilon=-0.28\varepsilon .
$$

In this linear estimate, the normal strain at $\varepsilon=-0.020$ falls from 0.0156 to 0.0056. Side relaxation can therefore matter far more than the quadratic term. A stressor held by surrounding crystal, or one with edges along another direction, needs its own boundary conditions.

### When to use the formula

For a required strain accuracy $\tau$, the quadratic term reaches that size at $|\varepsilon|=\sqrt{\tau/|B|}$. With the example's $B$ and $\tau=10^{-4}$, this is 1.6% misfit. Above it the term should be included, provided that the film is planar and coherent and that $k$, the temperature and the reference lattice parameter are known well enough for this accuracy to be meaningful. If a reliable total energy is available, direct minimization over $c$ avoids the truncation in strain.

The expansion becomes unreliable when the normal stiffness is small. At finite strain, the third-order model requires

$$
\frac{\partial S_{33}}{\partial n}=C_{11}+C_{111}n+2C_{112}e>0 .
$$

In the example this is $0.90-0.074+0.107=0.93$ eV/Å$^3$, so the normal spacing is stable in that model. Stability against shear at the same strain involves further third-order constants and has not been established here. A structural transition, another film orientation or unequal in-plane strains also require a new calculation. The numerical output below gives the main computed values to more digits.

## Numbers as computed

```
Random energies: largest shear column entry = 6.7e-19
Random energies: largest scaled error of B = 1.5e-06
Lattice model p=11, q=2.5: k = 1.39787
  B from constants = -1.651844
  B from energy minimization = -1.651844
  remainder ratio on halving strain = 7.9991
Lattice model p=9, q=3: k = 1.58784
  B from constants = -0.840903
  B from energy minimization = -0.840903
  remainder ratio on halving strain = 7.9907
Input C11 = 0.90 eV/angstrom^3
Input C12 = 0.35 eV/angstrom^3
Input C111 = -4.80 eV/angstrom^3
Input C112 = -2.70 eV/angstrom^3
Input C123 = -0.30 eV/angstrom^3
Input C44 (dislocation estimate) = 0.45 eV/angstrom^3
Input relaxed film lattice parameter = 5.50 angstrom
Input film thickness = 50 angstrom
Input in-plane strain = -0.020
k = 0.77778
Lagrangian coefficient b = 0.27984
Contribution of C111 to B = +1.61317
Contribution of C112 to B = -1.66667
Contribution of C123 to B = +0.33333
Geometric contribution to B = -0.69136
B from formula = -0.41152
B from direct solution = -0.41152
Linear normal strain = 0.015556
Quadratic correction = -0.000165
Linear plus quadratic = 0.015391
Full root of third-order model = 0.015387
Full root at opposite in-plane strain = -0.015716
Normal lattice parameter, linear = 5.58556 angstrom
Normal lattice parameter, quadratic = 5.58465 angstrom = 0.558465 nm
In-plane film stress = -0.02093 eV/angstrom^3 = -3.354 GPa
Rough C1111, C1112, C1122, C1123 = 13, 4, 5, 0 eV/angstrom^3
Fourth-order shift of normal strain = -9.58e-06
Fourth-order shift without cancellation = 7.17e-05
Change of B for 10% third-order errors, worst signs = 0.3613
Assumed thermal expansion difference = 3.0e-06 1/K
Assumed temperature change = 100 K
Thermal shift of normal strain, magnitude = 2.33e-04
Assumed surface displacement = 0.03 angstrom
Surface shift of mean normal strain = 6.00e-04
Relative error of k or misfit matching correction = 0.01058
Burgers length = 3.889 angstrom
In-plane edge part of Burgers vector = 1.945 angstrom
Dislocation spacing matching correction = 9188 angstrom
Rough dislocation threshold thickness = 53.3 angstrom
```
